\section*{Tunnelling mass and conductivity mass at a metal–semiconductor contact}

\section{Which mass at the band edge?}

\textbf{Q:} I am estimating electron tunnelling through the depletion layer of a contact on an n-type semiconductor. I took the effective mass from the conductivity. It is the same electron in the same band, so surely the same mass belongs in the tunnelling exponent?

\textbf{A:} Try it first where the band is parabolic. Let $\mathbf k$ be measured from a valley minimum, and let $W$ be the inverse-mass tensor:
\begin{equation}
E=\frac{\hbar^2}{2}\,\mathbf k^{T}W\mathbf k .
\end{equation}
The velocity is $\mathbf v=\hbar W\mathbf k$. A field $\mathbf F$ gives $\hbar\dot{\mathbf k}=-e\mathbf F$, so with one constant relaxation time $\tau$ the drift velocity is $-e\tau W\mathbf F$. Take equally filled valleys along the three cube axes, with masses $m_l$ (long axis) and $m_t$. Each Cartesian axis is the long axis of one valley, so the average of $W$ is isotropic and
\begin{equation}
\frac1{m_c}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right).
\end{equation}
For $m_l=0.9\,m_0$ and $m_t=0.2\,m_0$ this is $(1.111+10)/3=3.704$ in units of $1/m_0$, so $m_c=0.27\,m_0$.

\textbf{Q:} And an electron that tunnels does not average in this way?

\textbf{A:} It decays along the contact normal $\mathbf n$, in one valley. At an ideal flat interface the transverse wavevector $\mathbf k_p$ is conserved, so write $\mathbf k=\mathbf k_p+s\mathbf n$. Let $\delta>0$ be the depth of the electron's energy below the local conduction edge. With $W_{nn}=\mathbf n^TW\mathbf n$, $W_{np}=\mathbf n^TW\mathbf k_p$ and $W_{pp}=\mathbf k_p^TW\mathbf k_p$, setting $E=-\delta$ gives
\begin{align}
W_{nn}s^2+2W_{np}s+W_{pp}&=-\frac{2\delta}{\hbar^2},\\
W_{nn}\left(s+\frac{W_{np}}{W_{nn}}\right)^2
&=-\frac{2}{\hbar^2}(\delta+E_t),\qquad
E_t=\frac{\hbar^2}{2}\left(W_{pp}-\frac{W_{np}^2}{W_{nn}}\right).
\end{align}
Hence $s=-W_{np}/W_{nn}+i\kappa$ with
\begin{equation}
\kappa^2=\frac{2}{\hbar^2W_{nn}}(\delta+E_t).
\end{equation}
Transverse motion adds an energy $E_t\ge0$ and a real phase, but the mass in the decay is $1/W_{nn}$. For a $[100]$ normal it is $0.9\,m_0$ in one valley and $0.2\,m_0$ in the other two. Neither is $0.27\,m_0$. For a $[111]$ normal all three valleys give $0.27\,m_0$, because then $W_{nn}=\mathrm{Tr}\,W/3$. So agreement is possible, but it depends on orientation. The metal must also supply states at the transverse wavevector of the valley concerned.

\section{An isotropic band}

\textbf{Q:} Then I choose an isotropic band with a single valley. Now there is one mass, and my argument is safe.

\textbf{A:} There is one mass at the edge. A deep barrier takes the electron away from the edge. Consider a conduction and a valence band coupled by a constant $P$, with energy zero at the conduction edge and gap $E_g$:
\begin{equation}
H=\begin{pmatrix}0&Pk\\Pk&-E_g\end{pmatrix},\qquad
\det(H-E)=0\;\Rightarrow\;E(E+E_g)=P^2k^2 .
\end{equation}
In three dimensions, replacing $k$ by $\boldsymbol\sigma\cdot\mathbf k$ gives the same relation with $k=|\mathbf k|$, since $(\boldsymbol\sigma\cdot\mathbf k)^2=k^2$. Near the edge $E\simeq P^2k^2/E_g$, and comparison with $\hbar^2k^2/2m^*$ gives $m^*=\hbar^2E_g/(2P^2)$.

In the gap, at zero transverse wavevector, put $E=-\delta$ and $k=i\kappa$. Then $-\delta(E_g-\delta)=-P^2\kappa^2$, and eliminating $P$ yields
\begin{equation}
\frac{\hbar^2\kappa^2}{2m^*}=\delta\left(1-\frac{\delta}{E_g}\right),\qquad 0<\delta<E_g .
\label{eq:kappa}
\end{equation}
A constant mass would require $\kappa^2/\delta$ to be constant. Here it falls linearly with depth.

\textbf{Q:} How large is the effect?

\textbf{A:} Take round model values $E_g=1$ eV and $m^*=0.10\,m_0$. At $\delta=0.1$ eV, $\kappa$ is $0.486$ nm$^{-1}$ against $0.512$ nm$^{-1}$ for the constant edge mass. At midgap it is $0.810$ against $1.146$ nm$^{-1}$. At $0.7$ eV it has dropped back to its value at $0.3$ eV, because $\delta(E_g-\delta)$ is symmetric about midgap, while the constant-mass value has risen to $1.355$ nm$^{-1}$. The valence band is now the nearer one, and the evanescent state joins onto it.

\textbf{Q:} So what mass should I read from this curve?

\textbf{A:} That depends on the definition. The chord mass, which reproduces $\kappa$ itself, is $\hbar^2\kappa^2/2\delta=m^*(1-\delta/E_g)$. The derivative mass follows from differentiating $P^2k^2=E^2+EE_g$:
\begin{equation}
2P^2k\frac{dk}{dE}=2E+E_g
\;\Rightarrow\;
\hbar^2k\frac{dk}{dE}=m^*\left(1+\frac{2E}{E_g}\right).
\label{eq:deriv}
\end{equation}
In the gap this becomes $m^*(1-2\delta/E_g)$, which vanishes at midgap and is negative beyond it. The negative sign says that $\kappa$ decreases with further depth; the wave still decays.

\textbf{Q:} Where is the conductivity mass in this?

\textbf{A:} On the other side of the edge. For a constant $\tau$ at zero temperature, the inverse conductivity mass is the band curvature averaged over the filled Fermi sphere of volume $V_F=4\pi k_F^3/3$. The divergence theorem turns it into a surface term:
\begin{equation}
\frac1{m_c}=\frac{1}{3\hbar^2V_F}\int\nabla_k^2E\,d^3k
=\frac{4\pi k_F^2}{3\hbar^2V_F}\left.\frac{dE}{dk}\right|_{k_F}
=\frac{1}{\hbar^2k_F}\left.\frac{dE}{dk}\right|_{k_F}.
\end{equation}
By \eqref{eq:deriv}, $m_c=m^*(1+2\eta/E_g)$, where $\eta$ is the Fermi energy above the bulk edge. For $N=10^{19}$ cm$^{-3}$, $k_F=(3\pi^2N)^{1/3}=0.6665$ nm$^{-1}$. The dispersion gives $\eta(1+\eta/E_g)=\hbar^2k_F^2/2m^*=0.0381\times0.6665^2/0.10=0.169$ eV, hence $\eta=0.1475$ eV and $m_c=0.1295\,m_0$. Conduction makes the mass heavier than $m^*$; the gap makes the chord mass lighter. Both come from one isotropic band.

\section{The depletion barrier}

\textbf{Q:} My barrier contains all depths from zero to its top. Perhaps the errors average out, and the edge mass is good enough?

\textbf{A:} We can integrate. Assume uniform doping, full depletion and no image force. Let $x$ be the distance from the depletion edge towards the metal, $\epsilon_s$ the permittivity, and $\Phi$ the total band bending. Poisson's equation for the conduction-edge energy $U$ is $U''=e^2N/\epsilon_s$ with $U(0)=U'(0)=0$, so
\begin{equation}
U=\frac{e^2N}{2\epsilon_s}x^2=\Phi u^2,\qquad u=\frac xw,\qquad
w=\sqrt{\frac{2\epsilon_s\Phi}{e^2N}} .
\end{equation}
Start with an electron at the bulk-edge energy, for which $\delta=\Phi u^2$. The semiclassical exponential factor is $e^{-S}$ with $S=2\int\kappa\,dx$; the 2 converts amplitude to probability. For a constant mass $m^*$,
\begin{equation}
S_0=\frac{2w\sqrt{2m^*\Phi}}{\hbar}\int_0^1u\,du
=\frac{w\sqrt{2m^*\Phi}}{\hbar}
=\frac{2\Phi}{e\hbar}\sqrt{\frac{m^*\epsilon_s}{N}}
=\frac{\Phi}{E_{00}},\quad
E_{00}=\frac{e\hbar}{2}\sqrt{\frac{N}{m^*\epsilon_s}} .
\end{equation}
With \eqref{eq:kappa} and $r=\Phi/E_g<1$, the integrand gains a factor $\sqrt{1-ru^2}$. Substituting $t=1-ru^2$, $dt=-2ru\,du$,
\begin{equation}
\frac{S}{S_0}=2\int_0^1u\sqrt{1-ru^2}\,du=\frac1r\int_{1-r}^1\sqrt t\,dt
=\frac{2\left[1-(1-r)^{3/2}\right]}{3r}\equiv F(r).
\label{eq:F}
\end{equation}
Since the constant-mass exponent varies as the square root of the mass, the mass that reproduces $S$ is $m_S=m^*F^2$.

For a shallow barrier, $(1-r)^{3/2}\simeq1-\tfrac32r+\tfrac38r^2$ gives $F\simeq1-r/4$, and the edge mass is recovered. As $r\to1$, $F\to2/3$ and $m_S\to4m^*/9$. For $r>1$ the electron meets propagating valence states near the metal, and \eqref{eq:F} no longer applies.

\textbf{Q:} Put in numbers for a deep barrier.

\textbf{A:} Let $\Phi=0.8$ eV and the relative permittivity be 12. Then $w=10.3$ nm, $E_{00}=0.0536$ eV and $S_0=0.8/0.0536=14.9$. From \eqref{eq:F}, $F=2(1-0.2^{3/2})/2.4=0.759$, so $S=11.3$ and $m_S=0.058\,m_0$. Relative to the two-band $e^{-S}$, the edge mass gives a value too small by a factor of 37. Your conductivity mass gives $S=14.93\sqrt{1.295}=17.0$, too small by a factor of about 290. These numbers belong to the full-depletion parabola. At this doping $\eta$ is not small against $\Phi$: electrons fill the region where $U<\eta$ and stretch the foot of the barrier. With zero-temperature Thomas--Fermi screening, the bulk-edge exponent rises to about $15.6$ and $m_S$ to about $0.064\,m_0$; the ordering of the masses is unchanged.

\section{Fitting a single mass}

\textbf{Q:} Then I shall fit the mass to tunnelling data. I expect one fitted mass to describe a whole series of dopings. Would that not show that the band is parabolic after all?

\textbf{A:} No. At fixed $\Phi$ and fixed energy relative to the bulk edge, here zero, doping enters $S$ of the full-depletion parabola through $w$ alone. $F$ contains no $N$, so in this model $m_S$ fits every doping equally well. In a real series the barrier above the Fermi energy stays fixed while $\eta$ moves with $N$; for a $0.65$ eV barrier the mass fitted at the Fermi energy then drifts only from $0.064$ to $0.061\,m_0$ between $2\times10^{18}$ and $10^{20}$ cm$^{-3}$, so one mass still fits nearly as well. Change the height instead. A mass fitted at $\Phi=0.2$ eV is $0.090\,m_0$; used at $0.8$ eV it gives $S=14.2$ instead of $11.3$, an $e^{-S}$ too small by a factor of 17.

The slope with height is more revealing. Writing $S=(2E_g/3E_{00})[1-(1-\Phi/E_g)^{3/2}]$ and differentiating at fixed $N$,
\begin{equation}
\frac{dS}{d\Phi}=\frac{\sqrt{1-r}}{E_{00}} .
\end{equation}
A constant mass $m$ would give $\sqrt{m/m^*}/E_{00}$, so the slope reports $m^*(1-r)=0.020\,m_0$ at $0.8$ eV, while the value of $S$ reports $0.058\,m_0$. The reason is geometrical: at fixed doping, a higher barrier continues the same parabola by an extra thickness $dw$ at the metal, so $dS=2\kappa(\Phi)\,dw$. For the bare parabola, the slope samples the deepest point and the value samples the whole path. An image potential rounds the barrier at the metal, and the slope then no longer reports the chord mass at one depth.

\textbf{Q:} Could I at least carry the mass to another barrier of the same height?

\textbf{A:} Not if its shape differs. In a square barrier $\delta=\Phi$ everywhere, and the mass is $m^*(1-r)=0.020\,m_0$. In a triangular one $\delta=\Phi u$, and the ratio of exponents is
\begin{equation}
G=\frac32\int_0^1\sqrt{u(1-ru)}\,du .
\end{equation}
Put $u=\sin^2\theta/r$ and $\theta_1=\arcsin\sqrt r$. The root becomes $\sin\theta\cos\theta/\sqrt r$ and $du=2\sin\theta\cos\theta\,d\theta/r$, so
\begin{align}
G&=\frac{3}{r^{3/2}}\int_0^{\theta_1}\sin^2\theta\cos^2\theta\,d\theta
=\frac{3}{8r^{3/2}}\int_0^{\theta_1}(1-\cos4\theta)\,d\theta\\
&=\frac{3}{8r^{3/2}}\left[\theta_1-\tfrac14\sin4\theta_1\right]
=\frac{3\left[\arcsin\sqrt r-\sqrt{r(1-r)}\,(1-2r)\right]}{8r^{3/2}} .
\end{align}
The last step uses $\sin4\theta=4\sin\theta\cos\theta(1-2\sin^2\theta)$. For $r=0.8$, $m^*G^2=0.050\,m_0$. Three barriers of equal height thus need $0.020$, $0.050$ and $0.058\,m_0$.

\section{At the Fermi energy}

\textbf{Q:} One objection. An electron at the bulk edge has no velocity, so it carries no current. Does the conclusion survive for electrons that do?

\textbf{A:} At the Fermi energy, for normal incidence, $\delta=\Phi u^2-\eta$, and the forbidden region starts at $u=\sqrt{\eta/\Phi}$. The barrier above the Fermi energy is $0.65$ eV. Numerical integration, with this same $\eta$ in all three cases, gives $S=7.44$ for the two-band $\kappa$, $9.38$ for the edge mass and $10.68$ for the conductivity mass. The constant-mass factors $e^{-S}$ are too small by about 7 and 25. The path is shorter and shallower, so the errors shrink. These factors refer to one energy and normal incidence. Summing $e^{-S}$ over transverse wavevector and energy, the zero-bias conductance is underestimated by about 6.5 and 21 at zero temperature and by about 4 and 10 at 300 K. The neglected image force also matters: the peak field $2\Phi/ew$ is about $1.55$ MV/cm, and a static image potential lowers the top by about $0.135$ eV and reduces the factors 7 and 25 to about 5 and 17.

The exponent can be tested against the coupled wave equation obtained from $H$ by $k\to-i\,d/dx$. With a model metal that has the same two-band $H$ and a Fermi energy 2 eV above its band edge, the transmission is $1.08\times10^{-3}$, while $e^{-S}=5.9\times10^{-4}$. The difference is a prefactor, which depends on the contact. To remove it at leading semiclassical order, stretch the barrier to $2w$ and $4w$ with $\Phi$ and $\eta$ held fixed. Since $S\propto w$, $\ln[T(2w)/T(4w)]$ should equal $S(2w)$. The wave equation gives $14.91$, the two-band exponent $14.89$, and the edge mass $18.77$. The numerical output lists these values.

\textbf{Q:} So what should I use in place of my conductivity mass?

\textbf{A:} Use $\kappa$ as a function of energy and transverse wavevector, for the actual contact normal, and integrate it along the barrier. If you quote a mass, state the barrier height, the shape, the electron's energy, and whether the mass came from a value or a slope. The symmetric two-band form is itself a model: remote bands alter the complex band, and traps or phonons can open other paths. Nor is the tunnelling mass of a given valley bound to be lighter than the conductivity mass: at the $[100]$ contact one valley has $0.9\,m_0$. Through a thick barrier, though, the two lighter valleys dominate the current if the metal supplies states at their transverse wavevectors.

\section*{Calculated quantities}
\begin{verbatim}
Ellipsoid inputs: m_long=0.9 m0, m_trans=0.2 m0
Ellipsoid conductivity mass = 0.2700 m0
Tunnelling masses, normal [100], valleys x,y,z (m0): 0.9000 0.2000 0.2000
Tunnelling masses, normal [110], valleys x,y,z (m0): 0.3273 0.3273 0.2000
Tunnelling masses, normal [111], valleys x,y,z (m0): 0.2700 0.2700 0.2700
Two-band inputs: Eg=1.0 eV, m*=0.1 m0, eps_r=12.0
Doping N = 1.0e+19 cm^-3; band bending Phi = 0.8 eV
hbar^2/(2 m0) = 0.038100 eV nm^2; P = 0.6173 eV nm
depth(eV) kappa(1/nm) edge-mass kappa(1/nm) chord m(m0) deriv m(m0)
0.1  0.4860  0.5123  0.0900  0.0800
0.3  0.7424  0.8874  0.0700  0.0400
0.5  0.8100  1.1456  0.0500  0.0000
0.7  0.7424  1.3555  0.0300  -0.0400
0.9  0.4860  1.5370  0.0100  -0.0800
Fermi wavevector = 0.6665 1/nm
Fermi energy above bulk edge = 0.1475 eV
Barrier above Fermi energy = 0.6525 eV
Conductivity mass = 0.1295 m0
E00 with edge mass = 0.05360 eV; width = 10.301 nm
Phi(eV) S edge mass, S two-band, mass from S(m0), from slope(m0)
0.2  3.732  3.538  0.0899  0.0800
0.4  7.463  6.658  0.0796  0.0600
0.6  11.195  9.292  0.0689  0.0400
0.8  14.926  11.326  0.0576  0.0200
Reduction factor F at Phi=0.8 eV = 0.7588
S with conductivity mass = 16.986
S with mass fitted at Phi=0.2 eV = 14.153
Underestimate of exp(-S) at bulk-edge energy, as a factor:
  edge mass 36.6
  conductivity mass 287.1
  mass fitted at 0.2 eV 16.9
Fitted mass, square barrier 0.8 eV = 0.0200 m0
Fitted mass, triangular barrier 0.8 eV = 0.0498 m0
Fitted mass, depletion barrier 0.8 eV = 0.0576 m0
At Fermi energy: S two-band=7.443, edge=9.383, conductivity=10.677
  underestimate factors: edge 6.96, conductivity 25.39
Metal lead: Fermi energy 2.0 eV above its band edge
Wave-equation T=1.078e-03; exp(-S)=5.854e-04
ln[T(2w)/T(4w)]: wave equation 14.906
  two-band exponent 14.887, edge mass 18.766
\end{verbatim}
